# Why Phenolic Chains Dissolve Near a Threshold Developer Concentration

## What dimensions allow

A dissolving phenolic film recedes at a speed $R$. In the model treated here, this speed can depend on one length, $h$, the advance of the front when a surface chain leaves. It can depend on two rates: $\kappa$, at which a soluble chain detaches, and $b$, at which an ionized site takes its proton back. There are two concentrations, that of the developer, $c$, and that at which an isolated site is ionized half the time, $c_{1/2}$. Finally, there are two pure numbers: the number $N$ of phenolic sites on a chain and the number $k$ that must be ionized for detachment. Dimensional consistency then requires

$$R=h\kappa\,F\!\left(\frac{c}{c_{1/2}},\frac{b}{\kappa};N,k\right).$$

The concentration $c_{1/2}$ sets a scale, but a scale is not a threshold: a smooth function such as $c/(c+c_{1/2})$ also has one. Dimensions alone do not say whether $F$ is sharp; that depends on the model. The question pursued here is how $F$ depends on $N$ when the critical fraction $f=k/N$ is held fixed.

A simple explanation would be that a chain detaches only after a sufficient fraction of its sites is ionized. This needs two amendments. Ionization is reversible, so the chain can leave *while* $n\ge k$ sites are ionized, and it may lose that chance again. And the criterion alone does not give a sharp threshold; if the sites ionize independently, there must also be many of them.

## The model and its equilibrium

All sites are identical and, for now, independent. A neutral site ionizes at rate $a=bc/c_{1/2}$. Developer is not depleted, and swelling, transport, entanglement and permanently blocked sites are left out. At equilibrium, ionizations balance reprotonations, $a(1-\alpha)=b\alpha$, so the ionized fraction is

$$\alpha=\frac{a}{a+b}=\frac{c}{c+c_{1/2}}.$$

Setting $\alpha=f$ gives the candidate threshold $c^*=c_{1/2}f/(1-f)$. With the round parameters $f=0.6$ and $c_{1/2}=0.10$ mol/L, $c^*=0.10\times0.6/0.4=0.15$ mol/L. These values are illustrative, not measured. A free phenol in water, with a p$K_a$ near 10, is half ionized at a hydroxide concentration of only about $10^{-4}$ mol/L, so the model by itself does not explain why a real film would have its threshold near 0.1 mol/L.

The probability that a chain is soluble is the binomial tail

$$P=\sum_{n=k}^{N}\binom Nn\alpha^n(1-\alpha)^{N-n}.$$

## Why the response is steep

Write $x=c/c_{1/2}$. Since $\alpha=x/(1+x)$, the weight of $n$ ionized sites is $g_nx^n$, with $g_n=\binom Nn$. Let $Z=\sum_n g_nx^n$ and let $Z_k$ be the same sum restricted to $n\ge k$. Then $P=Z_k/Z$. Differentiation brings down a factor $n$:

$$\frac{d\ln Z}{d\ln x}=\frac{\sum_n n g_nx^n}{Z}=E[n],\qquad \frac{d\ln Z_k}{d\ln x}=E[n\,|\,n\ge k].$$

Subtracting, and using $d\ln x=d\ln c$,

$$\frac{d\ln P}{d\ln c}=E[n\,|\,n\ge k]-E[n].$$

The apparent reaction order of $P$ in developer is the number of extra ionizations that a soluble chain carries compared with the average chain. At low $c$ the average tends to zero and the soluble chains have just $k$ ionized sites, so the order tends to $k$. If dissolution were instead proportional to the mean ionization, its order would be $d\ln\alpha/d\ln c=1-\alpha$, never above one.

Near the midpoint of a long chain, $n$ is approximately Gaussian with variance $\sigma^2=Nf(1-f)$. The mean excess of its upper half is

$$2\int_0^\infty \frac{u\,e^{-u^2/2\sigma^2}}{\sigma\sqrt{2\pi}}\,du=\frac{2\sigma^2}{\sigma\sqrt{2\pi}}=\sqrt{\frac{2Nf(1-f)}{\pi}}.$$

The order at the midpoint thus grows as $\sqrt N$. For $N=2000$ this estimate gives 17.48, in agreement with the computed slope.

## Why a long chain has a threshold

For any $t\ge1$, the factor $t^{\,n-k}$ is at least 1 when $n\ge k$ and positive otherwise. Averaging it therefore bounds $P$ from above:

$$P\le t^{-k}E[t^n]=t^{-k}(1-\alpha+\alpha t)^N.$$

The logarithm of the right side is stationary when $f/t=\alpha/(1-\alpha+\alpha t)$, which gives

$$t=\frac{f(1-\alpha)}{\alpha(1-f)},\qquad 1-\alpha+\alpha t=\frac{1-\alpha}{1-f}.$$

This $t$ exceeds 1 when $\alpha<f$. Inserting it and collecting logarithms,

$$P\le e^{-ND},\qquad D=f\ln\frac f\alpha+(1-f)\ln\frac{1-f}{1-\alpha}>0.$$

Below threshold, soluble chains become exponentially rare. Above it, $n<k$ requires a deviation from the mean of more than $N(\alpha-f)$. Chebyshev's inequality gives

$$1-P\le\frac{N\alpha(1-\alpha)}{N^2(\alpha-f)^2}=\frac{\alpha(1-\alpha)}{N(\alpha-f)^2},$$

which also vanishes as $N$ grows. In this limit $P$ is a step at $c^*$.

For finite $N$ the step has a width. In the Gaussian approximation, $P$ rises from 10 to 90 % over $\Delta\alpha=2.563\sqrt{f(1-f)/N}$. Because $\ln x=\ln\alpha-\ln(1-\alpha)$, we have $d\ln c=d\alpha/[\alpha(1-\alpha)]$, and hence

$$\ln\frac{c_{90}}{c_{10}}\approx\frac{2.563}{\sqrt{Nf(1-f)}}.$$

For $N=320$ this is $2.563/8.764=0.292$, a concentration ratio of 1.34, as computed. For $N=20$ the computed ratio is 3.17: a crossover, hardly a switch.

Two controls separate the causes. With $N=1$, $P=\alpha$ and the ratio is $9/(1/9)=81$. With long chains but $k=1$, $P=1-(1+x)^{-N}$. A given $P$ is then reached at $x=(1-P)^{-1/N}-1\approx-\ln(1-P)/N$, so the ratio tends to $\ln10/\ln(10/9)=21.9$ and sharpens no further. The same holds for any fixed $k$: as $N$ grows, $n$ near the crossover becomes Poisson distributed with mean $Nx$, so the ratio tends to a constant above one that depends only on $k$ (about 2.1 for $k=12$). The required *number* of ionizations must grow with the chain. Nor is a large number of sites enough by itself: if a single event of probability $\alpha$ ionized all sites of a chain together, $P$ would equal $\alpha$ for any $N$.

## From soluble chains to a dissolution rate

Equilibrium probabilities do not yet give a speed. Suppose each newly exposed chain starts un-ionized and has mean removal time $T$. Successive removals each advance the front by $h$, so over many removals $R=h/T$.

The chain first has to reach $k$ ionizations. Let $\lambda_j=(N-j)a$ and $\mu_j=jb$ be the rates up and down from $j$, and $t_j$ the mean time to go from $j$ to $j+1$. Conditioning on the first event,

$$t_j=\frac1{\lambda_j+\mu_j}+\frac{\mu_j}{\lambda_j+\mu_j}(t_{j-1}+t_j)
\quad\Rightarrow\quad \lambda_jt_j=1+\mu_jt_{j-1}.$$

Multiply by the equilibrium probability $\pi_j$ and use detailed balance, $\pi_j\mu_j=\pi_{j-1}\lambda_{j-1}$. Then $\lambda_j\pi_jt_j=\pi_j+\lambda_{j-1}\pi_{j-1}t_{j-1}$, which sums to give the first-passage time

$$T_{\rm fp}=\sum_{j=0}^{k-1}t_j=\sum_{j=0}^{k-1}\frac{\sum_{i=0}^{j}\pi_i}{\lambda_j\pi_j}.$$

From $k$, the chain makes soluble sojourns. Let $S$ be the length of one in the absence of detachment, and $r$ the mean time to return to $k$ after it ends. A sojourn leads to detachment with probability $q=1-E[e^{-\kappa S}]$, so the mean number of failures is $(1-q)/q$. The total soluble time before detachment averages $1/\kappa$. Therefore

$$T=T_{\rm fp}+\frac1\kappa+r\,\frac{1-q}{q}.$$

At equilibrium $P=E[S]/(E[S]+r)$, so $r=E[S](1-P)/P$.

It remains to bound $q$. A sojourn ends by a step down from $k$, so its density is $\mu_k$ times the probability of still being in the soluble group and at $k$. Detailed balance makes the rate matrix of that group symmetric after rescaling by $\sqrt{\pi_n}$. Its return probability is then a sum of decaying exponentials whose coefficients are squares. Thus $S$ is a mixture, with positive weights $p_i$, of exponential times with means $m_i$. Since $1/(1+\kappa m)$ is convex in $m$,

$$1-q=\sum_i\frac{p_i}{1+\kappa m_i}\ge\frac1{1+\kappa E[S]},\qquad \frac{1-q}{q}\ge\frac1{\kappa E[S]}.$$

Substitution gives $1/\kappa+(1-P)/(\kappa P)=1/(\kappa P)$, and so

$$T\ge T_{\rm fp}+\frac1{\kappa P},\qquad R\le h\kappa P.$$

The two waiting times act like resistances in series. For slow detachment $q\approx\kappa E[S]$, and the bound becomes tight; for fast detachment $q\to1$, the terms beyond $T_{\rm fp}$ vanish, and it is tight again. Below threshold, $R\le h\kappa e^{-ND}$ whatever the speed of proton exchange.

At low $c$, $\pi_{k-1}\propto c^{k-1}$ and $\lambda_{k-1}\propto c$, so $T_{\rm fp}\propto c^{-k}$. The return time $r$ has the same power, because $P\propto c^k$ while $E[S]$ and $q$ tend to constants. Hence $R\propto c^k$ for any fixed $\kappa$.

## Above threshold

For a long chain, fluctuations of the ionized fraction $y=n/N$ become negligible and $\dot y=a(1-y)-by$. Starting from zero, $y=\alpha(1-e^{-(a+b)t})$. If $\alpha>f$, it reaches $f$ at a finite time and stays above, so

$$T\to\frac1{a+b}\ln\frac{\alpha}{\alpha-f}+\frac1\kappa .$$

Together with the exponential bound below $c^*$, this establishes the threshold in the rate itself. At fixed $b$ the logarithm diverges as $\alpha\to f$ from above, so the limiting rate rises steeply but continuously from zero. This limit is approached slowly: at $c^*$ itself $y$ need only come within its fluctuation, of order $N^{-1/2}$, of $f$, so $T$ grows only as $\ln N/[2(a+b)]$, and a long but finite chain still dissolves at an appreciable rate there. If exchange is then made infinitely fast, the rise becomes a jump to $h\kappa$.

## Reading a worked case

Take $N=20$, $k=12$, $h=2$ nm and $\kappa=50\ \mathrm{s^{-1}}$. These values and the exchange rates below are chosen to show the two regimes, not taken from a particular resist. With fast exchange, $b=1000\ \mathrm{s^{-1}}$, the bound at 0.26 mol/L is $2\times50\times0.925=92.5$ nm/s; the solved rate is 90.5 nm/s. At 0.05 mol/L the rate is 1.28 nm/s. It rises about 71-fold between these concentrations, while $\alpha$ rises only from 0.333 to 0.722, a factor of 2.2.

At $c^*$ itself $P=0.60$, not one half. The mean of $n$ there is 12, and the state $n=12$ counts as soluble. In the Gaussian estimate half its weight, $\tfrac12/(\sigma\sqrt{2\pi})\approx0.09$ with $\sigma=2.19$, is added to one half.

With slow exchange, $b=10\ \mathrm{s^{-1}}$, the rate at 0.26 mol/L falls to 29.4 nm/s. Here $a=26\ \mathrm{s^{-1}}$, so the long-chain time is $\ln(0.7222/0.1222)/36\ \mathrm{s^{-1}}=49$ ms for ionization plus 20 ms for detachment, or 69 ms. The solved value for $N=20$ is 68 ms, and a simulation of successive removals agrees within its statistical error. Its closeness to the long-chain value is partly a cancellation: the short chain first reaches $k$ sooner, after about 43 ms, but then needs about 25 ms to detach, because it sometimes loses its chance and must ionize again. At the five listed concentrations, $T$ exceeds the series bound by at most 7.4 % for slow exchange and 0.5 % for fast exchange.

## When ionized sites repel

Place the sites along an open linear chain and give each pair of adjacent ionized sites an energy of 1 kT. The coefficients $g_n$ change, but the weights are still $g_nx^n$, so the formula for the reaction order survives. Differentiating $E[n]$ once more gives $dE[n]/d\ln c=\sigma^2$. At a Gaussian midpoint, $P=1/2$ and the excess is $\sigma\sqrt{2/\pi}$, so

$$\frac{dP}{d\ln c}=\frac{\sigma}{\sqrt{2\pi}},\qquad
\frac{dP}{d(E[n]/N)}=\frac{\sigma/\sqrt{2\pi}}{\sigma^2/N}=\frac{N}{\sigma\sqrt{2\pi}}.$$

Smaller fluctuations sharpen the response to mean ionization but blunt the response to developer, because ionization itself then follows $c$ more weakly. For $N=20$, repulsion lowers $\sigma$ at the midpoint from 2.21 to 1.75. The 10–90 % span in mean ionized fraction narrows from 0.27 to 0.22, while $c_{90}/c_{10}$ widens from 3.2 to 4.2. The midpoint moves from 0.13 to 0.41 mol/L, since ionizing a site beside an ionized one costs extra energy. A sharp response to mean ionization is therefore not the same thing as high contrast in the developer. The full values are in the numerical output below.

## Calculated quantities

```
sites N = 20, critical fraction f = 0.6, needed k = 12
half-ionization concentration = 0.10 mol/L
threshold concentration c* = 0.150 mol/L
advance h = 2.0 nm, detachment rate = 50 1/s
reprotonation rates = 1000 and 10 1/s
c (mol/L), alpha, P, local order, rate fast, rate slow (nm/s)
  0.05  0.3333  0.01297  5.703  1.281  0.585
  0.10  0.5000  0.25172  2.863  24.483  6.871
  0.15  0.6000  0.59560  1.448  57.715  14.840
  0.20  0.6667  0.80945  0.731  78.717  22.032
  0.26  0.7222  0.92501  0.324  90.465  29.411
c (mol/L), T / series bound: fast, slow exchange
  0.05  1.0018  1.0560
  0.10  1.0039  1.0724
  0.15  1.0045  1.0740
  0.20  1.0038  1.0692
  0.26  1.0028  1.0591
N, c90/c10, P at 0.10 mol/L, P at 0.20 mol/L
  1  81.000  5.000e-01  0.66667
  5  9.330  5.000e-01  0.79012
  20  3.165  2.517e-01  0.80945
  80  1.791  4.646e-02  0.91520
  320  1.339  2.059e-04  0.99472
criterion k = 1: c90/c10 for N = 20, 320, 5000: 23.10, 21.93, 21.86
D at alpha = 0.5: 0.02014; -ln(P)/N at N = 20000: 0.02034
midpoint order at N = 2000: 17.48; Gaussian estimate 17.48
at 0.26 mol/L, slow exchange, mean removal time:
  N = 20 solved 68.00 ms, simulated 67.76 +/- 0.49 ms
  N = 2000 solved 69.39 ms, long-chain limit 69.35 ms
  limit = ionization 49.35 ms + detachment 20.00 ms
repulsion (kT): c at P=1/2 (mol/L), c90/c10, span of mean fraction, sigma of n
  0:  0.1346  3.165  0.2744  2.212
  1:  0.4144  4.245  0.2200  1.749
```
